How Large Is the First Ripple of a Yukawa Atomic Row?

**Question.** An ion moves nearly parallel to a row of screened atoms in a crystal. The usual string picture replaces the atoms by their average along the row. How large is the first Fourier ripple that this average discards, compared with the average itself? How does it scale when the screening length is far below the atomic spacing, and does its size decide whether the string picture works?

**Answer.**

**The row and its harmonics**

Put identical atoms at z = nd, with n running over all integers. The row is straight, infinite, isolated and, at first, static. At distance r one atom repels the ion with the Yukawa energy

V(r) = C exp(−r/a)/r, C = Z₁Z₂e²/(4πε₀),

where a is the screening length and Z₁, Z₂ are the nuclear charges of ion and atom. At distance ρ from the row the total energy U(ρ,z) has period d in z. With z = 0 on an atom it is even in z, so

U(ρ,z) = U₀(ρ) + Σ_{m≥1} U_m(ρ) cos(mgz), g = 2π/d.

The quantity wanted is R = U₁/U₀. It is a cosine coefficient divided by the mean, not half the peak-to-valley range, because the higher harmonics also contribute to that range.

The coefficients follow from integrals over one period:

U₀ = (1/d) ∫₀ᵈ U dz, U₁ = (2/d) ∫₀ᵈ U cos(gz) dz.

Insert the sum over atoms and, in the nth term, measure z from atom n. The cosine is unchanged, since gnd = 2πn. The shifted intervals fit together into the whole line, so one atom suffices:

U₀ = (1/d) ∫ V dz, U₁ = (2/d) ∫ V cos(gz) dz, z from −∞ to ∞.

Since V is positive and the cosine is below 1 except at isolated points, the second integral is smaller than the first. Hence R < 2. The value 2 belongs to a row of infinitely narrow pulses, for which the cosine equals 1 wherever the potential acts.

**Doing the integral**

A Gaussian representation separates z from ρ:

exp(−r/a)/r = [1/(2√π)] ∫₀^∞ t^(−3/2) exp[−t/a² − r²/(4t)] dt.

To prove it, set s = r/(2√t), so that t^(−3/2) dt = −(4/r) ds. With c = r/(2a), the integral on the right becomes

(4/r) ∫₀^∞ exp(−s² − c²/s²) ds = (4/r) exp(−2c) J,

J = ∫₀^∞ exp[−(s − c/s)²] ds.

Replacing s by c/s gives the same J with an extra factor c/s² in the integrand. Add the two forms and use w = s − c/s, for which dw = (1 + c/s²) ds:

2J = ∫_{−∞}^{∞} exp(−w²) dw = √π.

The integral is therefore (2√π/r) exp(−r/a), as required.

Now put r² = ρ² + z². Completing the square gives

∫ exp[−z²/(4t)] cos(kz) dz = 2√(πt) exp(−k²t).

The factors of √π cancel, leaving

∫ [exp(−r/a)/r] cos(kz) dz = ∫₀^∞ (dt/t) exp[−Q²t − ρ²/(4t)], Q² = 1/a² + k².

Set t = (ρ/2Q) exp(y). Then dt/t = dy and the exponent is −Qρ cosh y. Since K₀(x) = ∫₀^∞ exp(−x cosh y) dy, the integral over all y is 2K₀(Qρ). Taking k = 0 and k = g yields

U₀ = (2C/d) K₀(ρ/a), U₁ = (4C/d) K₀(qρ), q = √(1/a² + g²),

**R(ρ) = 2K₀(qρ)/K₀(ρ/a).**

**From the formula to a scaling law**

Large Bessel arguments make both K₀ functions small, but R depends on their ratio. Two monotonic properties bound it. In

exp(x)K₀(x) = ∫₀^∞ exp[−x(cosh y − 1)] dy

set s = x(cosh y − 1). Then ds = x sinh y dy, and x sinh y = √[(x+s)² − x²] = √(s² + 2xs). Thus

exp(x)K₀(x) = ∫₀^∞ exp(−s) ds/√(s² + 2xs),

√x exp(x)K₀(x) = ∫₀^∞ exp(−s) ds/√(s²/x + 2s).

The first expression decreases as x grows and the second increases. Compare each at x = qρ and at the smaller x = ρ/a. The result is

(aq)^(−1/2) exp[−(q − 1/a)ρ] ≤ R/2 ≤ exp[−(q − 1/a)ρ].

The difference of the two decay rates is

q − 1/a = g²/(q + 1/a) ≤ g²a/2 = 2π²a/d²,

because q ≥ 1/a and q² − 1/a² = g². Define

**L = d²/(2π²a).**

Since aq = √(1 + g²a²), the lower bound becomes

R ≥ 2(1 + g²a²)^(−1/4) exp(−ρ/L).

Reducing a makes L longer. L exceeds the spacing once a < d/(2π²), about 0.051d. At fixed ρ/d, both ρ/L and ga vanish as a/d → 0, so R → 2.

The approach to 2 can be made explicit. For positive x and y, (1+x)^(−1/4) ≥ 1 − x/4 and exp(−y) ≥ 1 − y. For two numbers A and B not above 1, AB ≥ A + B − 1, because (1−A)(1−B) ≥ 0. With x = g²a² and y = ρ/L, therefore,

2 − R ≤ 4π²aρ/d² + 2π²a²/d².

For a ≪ ρ the first term dominates, and this bound on the shortfall from 2 is linear in the screening length.

**Why short screening does not smooth the row**

Mean and ripple both fall steeply with distance, the mean roughly as exp(−ρ/a) and the ripple roughly as exp(−qρ). A small absolute ripple is thus compatible with a large relative one. When a ≪ d the two rates nearly coincide, and their small difference sets L.

The same length follows from the shape of one atomic pulse. For ρ ≫ a and |z| ≪ ρ,

√(ρ² + z²)/a ≈ ρ/a + z²/(2aρ).

The pulse along z is then nearly Gaussian with standard deviation √(aρ). Its first harmonic relative to its mean is 2 exp(−g²aρ/2) = 2 exp(−ρ/L). The pulses merge only when this width becomes comparable with d/(2π), which for small a requires a large ρ.

The opposite limit supplies the familiar smoothing. If a ≫ d, then q ≈ g. For gρ ≫ 1 the large-argument form of K₀ gives

R ≈ 2√[π/(2gρ)] exp(−gρ)/K₀(ρ/a).

The ripple now dies over d/(2π), while the mean persists to distances of order a. The rule that a string looks smooth beyond a fraction of its spacing needs this long-range mean.

At the fixed distance ρ = d/4, explicit sums over atoms give:

a/d = 0.003: R = 1.970
a/d = 0.010: R = 1.902
a/d = 0.030: R = 1.712
a/d = 0.100: R = 1.177
a/d = 0.300: R = 0.558
a/d = 1.000: R = 0.247

For a/d = 0.01 the shortfall bound is 4π²(0.01)(0.25) + 2π²(0.01)² = 0.101, so R must be at least 1.899, close to the computed 1.902. At a/d = 0.1 the same bound gives only R ≥ 0.82. It remains true but is no longer a good estimate.

There is also a limit ρ → 0 at fixed a. Both Bessel functions then diverge as −ln ρ, their ratio tends to 1, and R → 2 for any a/d. Thermal motion removes this divergence, as shown below.

**Boron beside a silicon row**

Take boron at 1 MeV along ⟨100⟩ in silicon, with Z₁ = 5 and Z₂ = 14. The row spacing equals the cubic lattice constant, roughly 0.543 nm. The Firsov estimate of the screening length, with a₀ the Bohr radius, is

a = (9π²/128)^(1/3) a₀/(√Z₁ + √Z₂)^(2/3) = 0.0142 nm.

Thus a/d = 0.026 and ga = 0.165. The ripple decay length is

L = (0.543 nm)²/[2π²(0.01422 nm)] = 1.05 nm.

The centre of the channel is only 0.136 nm from the row, so an isolated Yukawa row never reaches its smooth regime inside the channel. At ρ = 0.03 nm,

U₀ = 37.0 eV, U₁ = 71.5 eV, R = 71.5/37.0 = 1.93.

The lower bound there is also 1.93 to three figures. At ρ = 0.10 nm the mean has dropped to 0.153 eV and the ripple to 0.276 eV, yet R is still 1.81. Explicit atom sums at 0.01, 0.03, 0.06 and 0.10 nm reproduced the Bessel-function coefficients to within one part in 10⁵.

For R to fall to 0.1, the lower bound requires at least

ρ = L ln[20/(1 + g²a²)^(1/4)] = (1.05 nm)(2.99) = 3.1 nm.

This is about 220 screening lengths, where the potential of this row has no practical meaning.

A mean plus a first cosine of amplitude 1.93 would be negative midway between atoms, although U is positive. Higher harmonics repair this. Replacing g by mg in the derivation gives their relative size, about 2 exp(−m²ρ/L) while mga ≪ 1. At 0.03 nm several of them matter, since √(L/ρ) is about 6. The energy beside an atom is 11.0 times the mean, while midway between atoms it is about 9 × 10⁻⁸ of the mean. The Gaussian pulse estimate for the peak is

d/√(2πaρ) = 0.543/√[2π(0.01422)(0.03)] ≈ 10.5,

within 5 per cent of the computed peak, even though ρ is only about twice a.

**Why an ion can still follow the mean**

A large R does not by itself invalidate the string picture. The ion samples many pulses in turn, and its transverse response to each may be small. Let x be its transverse coordinate in a plane containing the row. At fixed forward speed v, z = vt. With E = Mv²/2, Newton's equation becomes

x″ = −[1/(2E)] ∂U/∂x,

where a prime on x means d/dz. Write x = X + ξ, with X slow and ξ a quiver at the row period. To leading order in ξ, and with only the first harmonic kept for now,

X″ = −U₀′(X)/(2E), ξ″ = −U₁′(X) cos(gz)/(2E).

Here a prime on U means d/dρ. Multiplying the first equation by 2EX′ and integrating gives

E X′² + U₀(X) = constant.

This is the continuum law of transverse energy. Holding X fixed over one period, the second equation gives

ξ = U₁′(X) cos(gz)/(2Eg²).

The ripple is divided by the large quantity 2Eg². The mth harmonic adds a term of the same form, with U_m′ in place of U₁′ and m²g² in place of g². Differentiating the integral over t with respect to ρ shows that |U_m′| falls as m rises, because Q² grows. All harmonics together therefore give at most Σ 1/m² = π²/6 times the first amplitude, and the first is enough for an estimate. For an ion that starts far from the row at a small angle ψ, U₀ = Eψ² at the turning point. If a ≪ d and that point lies no closer than about a but well inside L, then U₁ ≈ 2U₀ and |U₁′| is of order U₁/a. The quiver is therefore

|ξ|/a ~ ψ²/(ga)².

This estimate needs a turning distance of order a or more, and a transverse advance per atom, ψd, small compared with both a and the turning distance.

At ψ = 0.3° = 0.005236 rad the transverse energy is 10⁶ eV × (0.005236)² = 27.4 eV. The continuum turning distance is 0.0335 nm, where R = 1.93. The advance per atom is 0.0028 nm, and the quiver estimate is

|ξ| ~ (0.0142 nm)(0.00524/0.165)² ≈ 1.4 × 10⁻⁵ nm.

Trajectories past the discrete row were integrated for 24 starting phases. Their closest distances ran from 0.03351 to 0.03354 nm. The transverse kinetic energy changed by at most 0.123 per cent between start and finish. Most of this is not an effect of the ripple: the ion starts 0.12 nm from the row, where U₀ is still about 0.034 eV, or 0.12 per cent of 27.4 eV, and it finishes farther out. The string thus guides this ion accurately in the frozen-row model, although the discarded ripple has nearly twice the amplitude of the retained mean.

At 1.5° the transverse energy is 685 eV. Equating it to U₀ = (371 eV)K₀(ρ/a), and using K₀(x) ≈ ln(2/x) − 0.577 for small x, puts the continuum turning point near 0.0025 nm. The ion advances 0.014 nm sideways between atoms, more than five times that distance, so it cannot sample an average there. In the calculation 22 of the 24 phases changed their transverse energy by more than 10 per cent. Energy, spacing and potential were the same in both cases. The angle changed, and with it the closest approach. Obtained for a frozen row and a fixed forward speed, this count shows a breakdown of averaging and is not a prediction of the scattering distribution. The turning distance also lies well inside the thermal amplitude introduced below. The thermally averaged row reaches only about 326 eV on its axis, so beside a vibrating row an ion at this angle has no continuum turning point at all.

**Thermal motion**

Let each atom have independent, isotropic Gaussian displacements of rms size u per axis. Averaging the Gaussian in the representation above broadens it:

exp[−r²/(4t)] → [t/(t + u²/2)]^(3/2) exp{−r²/[4(t + u²/2)]}.

Substitute τ = t + u²/2 and repeat the z integral. Each factor K₀(Qρ) is replaced by

exp[u²/(2a²)] ∫_{u²/2}^∞ [dτ/(2τ)] exp[−Q²τ − ρ²/(4τ)].

The prefactor does not depend on the harmonic and cancels in R. What remains is the missing interval below u²/2. For large Qρ the exponent peaks at τ = ρ/(2Q), so the missing part is negligible when ρ is well above Qu².

With a rough room-temperature value u = 0.0075 nm, Qu² is about 0.004 nm. At 0.01 nm Qρ is only 0.7 and the missing interval still holds about 18 per cent of the integral, but nearly the same share is missing from mean and ripple, so R changes only from 1.970 to 1.965. At 0.03 nm the missing part is negligible and R is unchanged to four decimals. On the axis it is 1.970 instead of the static limit 2. Thermal motion therefore hardly alters R here. Its effect on the trajectory is another matter. At the shallow Yukawa turning distance, a displacement u towards the ion roughly doubles an atom's push, so successive pushes are unequal and no longer average out as in a regular row. For that ion this random scattering can change the transverse energy by a sizeable fraction of itself, far more than the regular ripple does. The frozen-row trajectories omit it. Its size depends strongly on the turning distance: the rms spread is roughly a third of the transverse energy for this Yukawa row, but only about 4 per cent for an isolated row with the longer Molière tail introduced below, which turns the same ion near 0.07 nm.

**The longer atomic tail and the other rows**

A real atom is not a single Yukawa function. The Molière screening function has three such terms, with weights w = 0.35, 0.55, 0.10 and inverse lengths b/a, where b = 0.3, 1.2, 6. Since the harmonics add linearly,

R_M = 2 Σ w K₀[ρ√(b²/a² + g²)]/Σ w K₀(bρ/a).

The slowest term has screening length a/0.3 = 0.047 nm, and its own ripple decay length is roughly 0.3L, or about 0.3 nm. It favours the mean at large distance. For an isolated row, R falls to 1.76 at 0.03 nm and 1.40 at 0.10 nm.

Neighbouring rows matter as well. Around one ⟨100⟩ channel the four nearest rows have heights 0, d/4, d/2 and 3d/4 in turn. Their first-harmonic phase factors exp(−igz) are 1, −i, −1 and i. At the centre the four distances are equal, so the mean contributions add while the first harmonics cancel. The full diamond lattice has the same symmetry: a quarter turn about the channel centre combined with a shift d/4 restores it. The cancellation therefore includes the more distant rows.

Away from the centre, take the magnitude of the total first harmonic over the total mean, along the line from a row to the channel centre:

ρ = 0.03 nm: 1.93 for Yukawa atoms, 1.64 for Molière atoms
ρ = 0.06 nm: 1.87 and 1.26
ρ = 0.10 nm: 1.63 and 0.60

**What this says about a real implant**

Boron at 1 MeV is in the regime of deep-well implants, and the lattice constant and vibration used are rough values for silicon. The assumptions that matter most for R are the single Yukawa tail and the isolated row. At 0.03 nm, near the turning point of the shallow Yukawa trajectory, replacing both lowers R from 1.93 to 1.64. At 0.10 nm it lowers R from 1.81 to 0.60, a factor of three. The large ripple thus survives close to a row, but the isolated-row value must not be carried to mid-channel.

The Molière tail also raises the mean potential and moves the turning point outwards. With 27.4 eV of transverse energy measured from the channel centre, the mean potential of all the Molière rows turns the ion at about 0.058 nm on the line from a row to the centre, instead of 0.0335 nm. There R is about 1.3, so the ripple still exceeds the mean. These figures depend on the screening function: the ZBL universal potential puts the turning point near 0.052 nm with R about 1.5, and gives 1.72, 1.34 and 0.62 in place of the Molière crystal values 1.64, 1.26 and 0.60. The trajectories were not repeated with this potential. For the Yukawa trajectory, the peak potential energy at closest approach is about 3 × 10⁻⁴ of the ion energy, so longitudinal speed modulation is minor. Electronic stopping is larger. The Lindhard–Scharff estimate is 650 eV/nm, or 650 × 45.8 ≈ 30 keV over the 45.8 nm path, about 3 per cent of the initial energy. It is a rough figure at this speed and takes no account of the lower electron density in a channel.

For a shallow ion beside a frozen row, the useful test of the string picture is therefore how little it moves sideways from one atom to the next, compared with a and with its closest approach. Taken with ψd, this is a cautious, sufficient condition, because ψd is the advance far from the row and the ion slows sideways as it turns. For the frozen Yukawa row at 1 MeV the transverse energy still changes by only about 1 per cent at 1.1°, where ψd is 1.6 times the turning distance, and averaging fails by 1.3°. In a real crystal this is not enough: the ion must also turn far enough from the row that random thermal displacements of the atoms change its transverse energy little. Smallness of R is not required, and a short screening length does not provide it. The remaining values are in the numerical output.

Numbers as computed

```
Row spacing d (rough input): 0.543 nm
Ion energy: 1.0 MeV; charges Z1=5, Z2=14
Firsov screening length a: 0.01422 nm; a/d = 0.0262
g*a = 0.1646; ripple decay length L = 1.050 nm
L/d = 1.934; potential scale 2C/d = 371.3 eV
Row to channel centre: 0.1358 nm
Isolated static Yukawa row:
 rho=0.01 nm: U0=244 eV, U1=480.8 eV, R=1.9703, lower bound=1.9679
 rho=0.03 nm: U0=37 eV, U1=71.5 eV, R=1.9322, lower bound=1.9307
 rho=0.06 nm: U0=3.248 eV, U1=6.098 eV, R=1.8777, lower bound=1.8764
 rho=0.10 nm: U0=0.1527 eV, U1=0.276 eV, R=1.8078, lower bound=1.8062
At rho=0.03 nm, potential beside atom / mean: 11.018
At rho=0.03 nm, potential midway / mean: 9.116e-08
Ripple at rho=d/4 for different screening lengths:
 a/d=0.003: R=1.9704
 a/d=0.010: R=1.9019
 a/d=0.030: R=1.7124
 a/d=0.100: R=1.1773
 a/d=0.300: R=0.5581
 a/d=1.000: R=0.2468
Thermal rms displacement per axis (rough input): 0.0075 nm
Thermal R on the row axis: 1.9697
Neglected effects on R:
 rho=0.01 nm: thermal=1.9646, Moliere row=1.8941, Yukawa crystal=1.9702, Moliere crystal=1.8551
 rho=0.03 nm: thermal=1.9322, Moliere row=1.7574, Yukawa crystal=1.9321, Moliere crystal=1.6418
 rho=0.06 nm: thermal=1.8777, Moliere row=1.5852, Yukawa crystal=1.8747, Moliere crystal=1.2621
 rho=0.10 nm: thermal=1.8078, Moliere row=1.4001, Yukawa crystal=1.6294, Moliere crystal=0.6038
Moliere crystal R at channel centre: 7.0e-14
Shallow angle: 0.3 deg; transverse energy: 27.42 eV
Continuum turning distance: 0.03352 nm; R there: 1.9257
Discrete-row closest distances: 0.03351 to 0.03354 nm over 24 phases
Largest shallow transverse-energy change: 0.123 %
Steep angle: 1.5 deg; transverse energy: 685.4 eV
Steep phases changed by more than 10 %: 22 of 24
Peak potential / ion energy at turning: 2.85e-04
Lindhard-Scharff electronic loss: 650 eV/nm
Shallow path: 45.8 nm; electronic loss / ion energy: 2.98 %
```
